# Chain or Triangle? Two and Four Electrons on Three Hydrogen Atoms: test program

```python
"""Shape of three-centre hydrogen ions: two electrons prefer the triangle,
four prefer the chain.

Hueckel model: levels alpha + x*beta, beta < 0; neighbour coupling beta,
end-end coupling t*beta (t = 0 chain, t = 1 triangle). Claimed sums of x:
  two electrons   B2 = t + sqrt(t^2 + 8)
  four electrons  B4 = sqrt(t^2 + 8) - t     for 0 <= t <= 1.
The shape preference is then tested by full configuration interaction (FCI)
in the STO-3G basis. Energies in rydberg (Ry), lengths in bohr.
Atom order is end, middle, end; R is the end-middle distance.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci, cc

RY_PER_HARTREE = 2.0
EV_PER_RY = constants.value("Rydberg constant times hc in eV")


# ---------------------------------------------------------------- Hueckel
def hueckel(t, electrons):
    """Levels x, sum of x over electrons, and density matrix."""
    matrix = np.array([[0, 1, t], [1, 0, 1], [t, 1, 0]], float)
    x, c = np.linalg.eigh(matrix)
    x, c = x[::-1], c[:, ::-1]
    pairs = electrons // 2
    density = 2 * c[:, :pairs] @ c[:, :pairs].T
    return x, 2 * x[:pairs].sum(), density


for t in np.linspace(0, 1, 11):
    root = np.sqrt(t * t + 8)
    levels = hueckel(t, 2)[0]
    assert np.allclose(levels, [(t + root) / 2, -t, (t - root) / 2])
    assert abs(hueckel(t, 2)[1] - (t + root)) < 1e-12
    assert abs(hueckel(t, 4)[1] - (root - t)) < 1e-12
path2 = [hueckel(t, 2)[1] for t in np.linspace(0, 1, 51)]
path4 = [hueckel(t, 4)[1] for t in np.linspace(0, 1, 51)]
assert np.all(np.diff(path2) > 0) and np.all(np.diff(path4) < 0)

print("HUECKEL MODEL (x and B are dimensionless)")
for name, t in (("chain", 0.0), ("triangle", 1.0)):
    x = hueckel(t, 2)[0] + 0.0
    print(f"{name}: x = {x[0]:.4f}, {x[1]:.4f}, {x[2]:.4f}; "
          f"B2 = {hueckel(t, 2)[1]:.4f}, B4 = {hueckel(t, 4)[1]:.4f}")
print(f"2 electrons: triangle below chain by {path2[-1]-path2[0]:.4f} |beta|")
print(f"4 electrons: chain below triangle by {path4[0]-path4[-1]:.4f} |beta|")
for n in (2, 4):
    density = hueckel(0.0, n)[2]
    step = 1e-5
    slope = (hueckel(step, n)[1] - hueckel(-step, n)[1]) / (2 * step)
    assert abs(slope - 2 * density[0, 2]) < 1e-7
    pop = np.diag(density)
    print(f"chain, {n} electrons: populations {pop[0]:.3f}, {pop[1]:.3f}, "
          f"{pop[2]:.3f}; P13 = {density[0, 2]:.3f}; dB/dt = {slope:.3f}")


# ------------------------------------------- FCI with three orbitals
def annihilator(mode, modes=6):
    """Fermion annihilation matrix in the occupation-number basis."""
    out = np.eye(1)
    for k in range(modes):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        out = np.kron(out, factor)
    return out


UP = [annihilator(2 * p) for p in range(3)]
DOWN = [annihilator(2 * p + 1) for p in range(3)]
HOP = np.array([[UP[p].T @ UP[q] + DOWN[p].T @ DOWN[q] for q in range(3)]
                for p in range(3)])
N_UP = np.diag(sum(a.T @ a for a in UP))
N_DOWN = np.diag(sum(a.T @ a for a in DOWN))
SZ = np.diag((N_UP - N_DOWN) / 2)
RAISE = sum(UP[p].T @ DOWN[p] for p in range(3))
SPIN_SQUARED = RAISE.T @ RAISE + SZ @ SZ + SZ


def make_sector(electrons, spin):
    """Operators restricted to given electron number and S_z = spin."""
    keep = np.where((np.round(N_UP + N_DOWN) == electrons)
                    & (np.round(N_UP - N_DOWN) == 2 * spin))[0]
    hop = HOP[:, :, keep][:, :, :, keep]
    pair = np.einsum("pqij,rsjk->pqrsik", hop, hop)
    pair -= np.einsum("qr,psik->pqrsik", np.eye(3), hop)
    # The penalty moves states of higher total spin out of the way.
    penalty = 100 * (SPIN_SQUARED[np.ix_(keep, keep)]
                     - spin * (spin + 1) * np.eye(len(keep)))
    return hop, pair, penalty


SECTORS = {(n, s): make_sector(n, s) for n in (2, 4) for s in (0, 1)}


def molecule(R, angle, charge):
    half = np.radians(angle) / 2
    side, height = R * np.sin(half), R * np.cos(half)
    atoms = [("H", (-side, height, 0.0)), ("H", (0.0, 0.0, 0.0)),
             ("H", (side, height, 0.0))]
    return gto.M(atom=atoms, unit="Bohr", basis="sto-3g",
                 charge=charge, verbose=0)


def fci_state(R, angle, electrons, spin):
    """Lowest energy (Ry) of the given spin and its density matrix."""
    mol = molecule(R, angle, 3 - electrons)
    w, v = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = v @ np.diag(w ** -0.5) @ v.T
    h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    g = mol.intor("int2e").reshape(3, 3, 3, 3)
    g = np.einsum("abcd,ap,bq,cr,ds->pqrs", g, X, X, X, X, optimize=True)
    hop, pair, penalty = SECTORS[electrons, spin]
    H = np.einsum("pq,pqij->ij", h, hop) + penalty
    H += 0.5 * np.einsum("pqrs,pqrsij->ij", g, pair)
    energies, states = np.linalg.eigh(H)
    density = np.einsum("i,pqij,j->pq", states[:, 0], hop, states[:, 0])
    return RY_PER_HARTREE * (energies[0] + mol.energy_nuc()), density


def lowest(R, angle, electrons):
    return min(fci_state(R, angle, electrons, s)[0] for s in (0, 1))


def best_length(energy_function):
    """Global search on a grid, then local refinement."""
    grid = np.arange(1.0, 7.01, 0.2)
    k = int(np.argmin([energy_function(R) for R in grid]))
    inside = 0 < k < len(grid) - 1
    low, high = grid[max(k - 1, 0)], grid[min(k + 1, len(grid) - 1)]
    found = minimize_scalar(energy_function, bounds=(low, high),
                            method="bounded", options={"xatol": 1e-5})
    return found.x, found.fun, inside


print("STO-3G FULL CI, OPTIMIZED EQUAL BONDS")
best = {}
for n, ion in ((2, "H3+"), (4, "H3-")):
    for shape, angle in (("chain", 180), ("triangle", 60)):
        R, E, inside = best_length(lambda r: lowest(r, angle, n))
        best[n, shape] = (R, E)
        if (n, shape) != (4, "triangle"):
            assert inside
        singlet, triplet = (fci_state(R, angle, n, s)[0] for s in (0, 1))
        spin_name = "singlet" if singlet < triplet else "triplet"
        print(f"{ion} {shape}: R = {R:.4f} bohr, E = {E:.5f} Ry, "
              f"{spin_name}, minimum inside scan: {inside}")
        if (n, shape) == (4, "triangle"):
            print(f"  same R: singlet {singlet:.5f} Ry, "
                  f"triplet {triplet:.5f} Ry")
gap2 = best[2, "chain"][1] - best[2, "triangle"][1]
gap4 = best[4, "triangle"][1] - best[4, "chain"][1]
assert gap2 > 0 and gap4 > 0
print(f"H3+: triangle below chain by {gap2:.4f} Ry = {gap2*EV_PER_RY:.2f} eV")
print(f"H3-: chain below triangle by {gap4:.4f} Ry = {gap4*EV_PER_RY:.2f} eV")

# A separate FCI implementation with Hartree-Fock orbitals
for n, shape, angle in ((2, "triangle", 60), (4, "chain", 180)):
    mf = scf.RHF(molecule(best[n, shape][0], angle, 3 - n)).run()
    reference = RY_PER_HARTREE * fci.FCI(mf).kernel()[0]
    assert abs(reference - best[n, shape][1]) < 1e-6

print("E(triangle) - E(chain) AT COMMON R, STO-3G FULL CI")
for R in (1.6, 2.0, 2.4, 3.0, 4.0, 5.0):
    d2, d4 = (lowest(R, 60, n) - lowest(R, 180, n) for n in (2, 4))
    if R < 2.5:
        assert d2 < 0 < d4
    print(f"R = {R:.1f} bohr: H3+ {d2:+.4f} Ry, H3- {d4:+.4f} Ry")

print("OPENING THE ANGLE AT FIXED R, STO-3G FULL CI")
R2, R4 = best[2, "triangle"][0], best[4, "chain"][0]
print(f"fixed R: H3+ {R2:.4f} bohr, H3- {R4:.4f} bohr")
angles = (60, 80, 100, 120, 180)
curve2 = [lowest(R2, a, 2) for a in angles]
curve4 = [lowest(R4, a, 4) for a in angles]
assert np.all(np.diff(curve2) > 0) and np.all(np.diff(curve4) < 0)
for a, e2, e4 in zip(angles, curve2, curve4):
    print(f"angle {a} deg: H3+ {e2:.4f} Ry, H3- {e4:.4f} Ry")

print("CHAIN DENSITY, STO-3G FULL CI, ORTHOGONALIZED ORBITALS")
for n, ion in ((2, "H3+"), (4, "H3-")):
    density = fci_state(best[n, "chain"][0], 180, n, 0)[1]
    pop = np.diag(density)
    assert abs(pop.sum() - n) < 1e-9
    assert density[0, 2] * (3 - n) > 0
    if n == 4:
        assert pop[0] > pop[1]
    print(f"{ion}: populations {pop[0]:.3f}, {pop[1]:.3f}, {pop[2]:.3f}; "
          f"P13 = {density[0, 2]:+.3f}")

# ------------------------------------ stability and basis-set limits
atom = gto.M(atom="H 0 0 0", charge=-1, basis="sto-3g", verbose=0)
one = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
repulsion = atom.intor("int2e").ravel()[0]
attach_small = RY_PER_HARTREE * (one + repulsion)


def ccsd(atoms, charge):
    mol = gto.M(atom=atoms, unit="Bohr", basis="aug-cc-pvdz",
                charge=charge, verbose=0)
    mf = scf.RHF(mol).run()
    assert mf.converged
    solver = cc.CCSD(mf).run()
    assert solver.converged
    return RY_PER_HARTREE * solver.e_tot


hydride = ccsd("H 0 0 0", -1)
neutral = gto.M(atom="H 0 0 0", spin=1, basis="aug-cc-pvdz", verbose=0)
attach_large = hydride - RY_PER_HARTREE * scf.UHF(neutral).run().e_tot
h2 = minimize_scalar(lambda r: ccsd(f"H 0 0 0; H 0 0 {r}", 0),
                     bounds=(1.2, 1.7), method="bounded",
                     options={"xatol": 5e-3})
chain = minimize_scalar(
    lambda r: ccsd(f"H 0 0 {-r}; H 0 0 0; H 0 0 {r}", -1),
    bounds=(1.6, 2.6), method="bounded", options={"xatol": 5e-3})
assert 1.65 < chain.x < 2.55
excess = chain.fun - h2.fun - hydride
assert attach_small > 0 > attach_large
assert excess > 0
print("LIMITS OF THE MINIMAL BASIS AND OF THE CLAIM")
print(f"E(H-) - E(H), STO-3G: {attach_small:+.4f} Ry")
print(f"E(H-) - E(H), CCSD/aug-cc-pVDZ: {attach_large:+.4f} Ry")
print(f"H3- chain, CCSD/aug-cc-pVDZ: R = {chain.x:.2f} bohr, "
      f"E = {chain.fun:.4f} Ry")
print(f"H2 + H-, CCSD/aug-cc-pVDZ: E = {h2.fun + hydride:.4f} Ry")
print(f"chain above H2 + H- by {excess:.4f} Ry = {excess*EV_PER_RY:.2f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
HUECKEL MODEL (x and B are dimensionless)
chain: x = 1.4142, -0.0000, -1.4142; B2 = 2.8284, B4 = 2.8284
triangle: x = 2.0000, -1.0000, -1.0000; B2 = 4.0000, B4 = 2.0000
2 electrons: triangle below chain by 1.1716 |beta|
4 electrons: chain below triangle by 0.8284 |beta|
chain, 2 electrons: populations 0.500, 1.000, 0.500; P13 = 0.500; dB/dt = 1.000
chain, 4 electrons: populations 1.500, 1.000, 1.500; P13 = -0.500; dB/dt = -1.000
STO-3G FULL CI, OPTIMIZED EQUAL BONDS
H3+ chain: R = 1.6561 bohr, E = -2.47064 Ry, singlet, minimum inside scan: True
H3+ triangle: R = 1.8626 bohr, E = -2.54888 Ry, singlet, minimum inside scan: True
H3- chain: R = 1.9478 bohr, E = -2.70515 Ry, singlet, minimum inside scan: True
H3- triangle: R = 3.3343 bohr, E = -2.36462 Ry, triplet, minimum inside scan: True
  same R: singlet -2.22898 Ry, triplet -2.36462 Ry
H3+: triangle below chain by 0.0782 Ry = 1.06 eV
H3-: chain below triangle by 0.3405 Ry = 4.63 eV
E(triangle) - E(chain) AT COMMON R, STO-3G FULL CI
R = 1.6 bohr: H3+ -0.0401 Ry, H3- +1.0662 Ry
R = 2.0 bohr: H3+ -0.1118 Ry, H3- +0.6921 Ry
R = 2.4 bohr: H3+ -0.1328 Ry, H3- +0.4179 Ry
R = 3.0 bohr: H3+ -0.1202 Ry, H3- +0.1587 Ry
R = 4.0 bohr: H3+ -0.0627 Ry, H3- +0.0006 Ry
R = 5.0 bohr: H3+ -0.0239 Ry, H3- -0.0173 Ry
OPENING THE ANGLE AT FIXED R, STO-3G FULL CI
fixed R: H3+ 1.8626 bohr, H3- 1.9478 bohr
angle 60 deg: H3+ -2.5489 Ry, H3- -1.9705 Ry
angle 80 deg: H3+ -2.5270 Ry, H3- -2.1528 Ry
angle 100 deg: H3+ -2.4974 Ry, H3- -2.4160 Ry
angle 120 deg: H3+ -2.4761 Ry, H3- -2.5648 Ry
angle 180 deg: H3+ -2.4539 Ry, H3- -2.7051 Ry
CHAIN DENSITY, STO-3G FULL CI, ORTHOGONALIZED ORBITALS
H3+: populations 0.517, 0.966, 0.517; P13 = +0.467
H3-: populations 1.517, 0.966, 1.517; P13 = -0.460
LIMITS OF THE MINIMAL BASIS AND OF THE CLAIM
E(H-) - E(H), STO-3G: +0.6160 Ry
E(H-) - E(H), CCSD/aug-cc-pVDZ: -0.0494 Ry
H3- chain, CCSD/aug-cc-pVDZ: R = 2.02 bohr, E = -3.3448 Ry
H2 + H-, CCSD/aug-cc-pVDZ: E = -3.3779 Ry
chain above H2 + H- by 0.0331 Ry = 0.45 eV
ALL CHECKS PASSED
```
